\section*{Apparent thermionic barrier of a contact with Gaussian barrier disorder}

\section{Problem}

A metal contacts the edge of an n-type two-dimensional semiconductor. The Schottky barrier is not uniform along the contact. Its values $\phi$ have a Gaussian distribution with mean $\bar\phi=0.50$ eV and standard deviation $\sigma=0.08$ eV. At $T=300$ K the thermionic saturation current is measured, and one barrier height is extracted from it as if the contact were uniform. What is this apparent barrier? Would a plot of the current against temperature give the same value?

The following assumptions define the model.
\begin{itemize}
\item The contact consists of many patches that conduct independently and in parallel. The distribution gives the fraction of contact width with each barrier.
\item $\phi$ is the effective barrier of a patch: the highest point on the electron's path into the semiconductor, measured from the metal Fermi level.
\item Emission is nondegenerate, tunnelling is neglected, every electron above the barrier is transmitted without reflection, and all patches have the same effective mass.
\item $\bar\phi$ and $\sigma$ do not depend on temperature.
\end{itemize}
All barriers are energies. I write $\beta=1/(k_BT)$, with $k_BT=0.02585$ eV at 300 K.

\section{First estimate by scaling}

A patch whose barrier lies $\delta$ below the mean emits more than an average patch by the factor $e^{\beta\delta}$. Such patches are rarer by the factor $e^{-\delta^2/(2\sigma^2)}$. As $\delta$ grows, the logarithm of the first factor rises at the constant rate $\beta$, while that of the second falls at the growing rate $\delta/\sigma^2$. The two rates balance at
\begin{equation}
\delta\sim\beta\sigma^2=\frac{(0.08\ \mathrm{eV})^2}{0.02585\ \mathrm{eV}}\approx0.248\ \mathrm{eV}.
\end{equation}
If the contact is assigned the barrier of these patches, the estimate is $0.50-0.248\approx0.25$ eV. This sets the energy scale of the reduction, but it ignores the small share of the width that the patches occupy.

\section{Exact solution within the model}

\subsection{Emission from one patch}

Let $x$ point into the semiconductor and $y$ run along the contact. At the top of the barrier an electron has energy $\phi+\hbar^2(k_x^2+k_y^2)/(2m)$ above the Fermi level. With spin-valley degeneracy $g$, the current per unit contact width is the charge flux of the states with $k_x>0$:
\begin{equation}
J(\phi)=\frac{qg}{(2\pi)^2}\int_0^\infty\!dk_x\int_{-\infty}^{\infty}\!dk_y\,
\frac{\hbar k_x}{m}\,e^{-\beta\phi-\beta\hbar^2(k_x^2+k_y^2)/(2m)} .
\end{equation}
The two integrals separate:
\begin{align}
\int_0^\infty k_x e^{-\beta\hbar^2k_x^2/(2m)}dk_x&=\frac{mk_BT}{\hbar^2},\\
\int_{-\infty}^{\infty}e^{-\beta\hbar^2k_y^2/(2m)}dk_y&=\frac{\sqrt{2\pi mk_BT}}{\hbar}.
\end{align}
Multiplying them by $qg\hbar/(4\pi^2m)$ and using $4\pi^2\hbar^2=h^2$ gives
\begin{equation}
J(\phi)=K(T)e^{-\beta\phi},\qquad
K(T)=\frac{qg\sqrt{2\pi m}\,(k_BT)^{3/2}}{h^2}.
\end{equation}
The power $T^{3/2}$, instead of the $T^2$ of a bulk contact, reflects the single transverse direction.

\subsection{Average over the contact}

The apparent barrier $\phi_{\rm ap}$ is defined by $\langle J\rangle=K(T)e^{-\beta\phi_{\rm ap}}$. Since $K$ is common to all patches, it cancels:
\begin{equation}
\phi_{\rm ap}=-k_BT\ln\langle e^{-\beta\phi}\rangle .
\end{equation}
Set $u=\phi-\bar\phi$. The average is
\begin{equation}
\langle e^{-\beta\phi}\rangle=\frac{e^{-\beta\bar\phi}}{\sqrt{2\pi}\,\sigma}
\int_{-\infty}^{\infty}\exp\left(-\frac{u^2}{2\sigma^2}-\beta u\right)du .
\end{equation}
Completing the square in the exponent,
\begin{equation}
-\frac{u^2+2\beta\sigma^2u}{2\sigma^2}
=-\frac{(u+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}.
\label{square}
\end{equation}
The shifted Gaussian integrates to $\sqrt{2\pi}\,\sigma$, which leaves
\begin{equation}
\langle e^{-\beta\phi}\rangle=e^{-\beta\bar\phi+\beta^2\sigma^2/2},
\qquad
\boxed{\phi_{\rm ap}=\bar\phi-\frac{\sigma^2}{2k_BT}} .
\label{main}
\end{equation}
For the given contact,
\begin{equation}
\phi_{\rm ap}=0.50-\frac{0.0064}{2(0.02585)}=0.50-0.124=0.376\ \mathrm{eV},
\end{equation}
or 0.38 eV to two figures. Numerical quadrature of the average gives the same 0.3762 eV.

\subsection{The barrier from a temperature plot}

A Richardson plot shows $\ln(\langle J\rangle/T^{3/2})$ against $\beta$. From Eq.~(\ref{main}),
\begin{equation}
\ln\frac{\langle J\rangle}{T^{3/2}}=\text{constant}-\beta\bar\phi+\frac{\beta^2\sigma^2}{2},
\end{equation}
and the barrier read from the local slope is
\begin{equation}
\phi_R=-\frac{d}{d\beta}\ln\frac{\langle J\rangle}{T^{3/2}}
=\bar\phi-\beta\sigma^2=0.252\ \mathrm{eV}.
\end{equation}
The answer to the second question is therefore no. The slope includes the change of $\phi_{\rm ap}$ with temperature, which doubles the reduction.

The tangent also has a displaced intercept. Extended from the measuring point to $\beta=0$, it differs from the true constant by
\begin{equation}
-\beta\bar\phi+\frac{\beta^2\sigma^2}{2}+\beta\phi_R=-\frac{\beta^2\sigma^2}{2}.
\end{equation}
A fit near 300 K thus gives a prefactor too small by $e^{\beta^2\sigma^2/2}\approx120$, together with the barrier of 0.252 eV. The low slope and the small prefactor compensate, so that the current itself is reproduced near 300 K.

\section{Comparison of the two results}

The scaling estimate of 0.25 eV is lower than the exact apparent barrier by 0.124 eV, but it coincides with the Richardson barrier. The reason is in Eq.~(\ref{square}): weighted by current, the barrier distribution is again a Gaussian of width $\sigma$, centred at
\begin{equation}
\phi_*=\bar\phi-\beta\sigma^2=\phi_R .
\end{equation}
The estimate found where the current flows. Half of it passes through patches with barriers below 0.252 eV, and these occupy 0.099\% of the width.

The missing factor of one half is the price of rarity. With $\beta\sigma=3.09$, a patch at $\phi_*$ gains $\beta^2\sigma^2=9.58$ in the exponent, but its Gaussian weight costs $\beta^2\sigma^2/2=4.79$. The net gain is $4.79$, so disorder raises the current by $e^{4.79}\approx120$ over a uniform contact with $\phi=\bar\phi$.

\section{Limits and sensitivity}

For $\sigma\to0$ at fixed temperature, the apparent barrier of Eq.~(\ref{main}) tends to the mean. It also approaches the mean on heating, but only while $k_BT\ll\bar\phi$, so that emission stays nondegenerate. Its derivatives are
\begin{equation}
\frac{\partial\phi_{\rm ap}}{\partial\sigma}=-\frac{\sigma}{k_BT}=-3.09,
\qquad
\frac{\partial\phi_{\rm ap}}{\partial T}=\frac{\sigma^2}{2k_BT^2}=0.41\ \mathrm{meV/K}.
\end{equation}
An error of 0.005 eV in $\sigma$ therefore moves the result by about 0.015 eV. With $\bar\phi$ and $\sigma$ held fixed, the apparent barrier is 0.351 eV at 250 K and 0.394 eV at 350 K.

On cooling, the current moves to lower barriers. In the Boltzmann formula its centre $\phi_*$ reaches zero when
\begin{equation}
k_BT_0=\frac{\sigma^2}{\bar\phi},\qquad T_0=148.5\ \mathrm{K}.
\end{equation}
At $T_0$ the Boltzmann formula would assign half the current to patches with negative barriers, where it is invalid. Fermi-Dirac occupation must then be used. At fixed kinetic energy $E$, the flux per unit energy, summed over the directions with $k_x>0$, is proportional to $\sqrt E$. With $s=\beta E$, the factor $e^{-\beta\phi}$ is therefore replaced by
\begin{equation}
\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt s\,ds}{1+e^{s+\beta\phi}},
\end{equation}
whose normalization restores $e^{-\beta\phi}$ for $\beta\phi\gg1$. At 150 K the Gaussian average of this expression gives 0.259 eV, against 0.252 eV from Eq.~(\ref{main}). At 300 K the correction is only 0.04 meV.

\section{A contact with a finite number of patches}

Equation~(\ref{main}) describes the mean current over the full distribution. One contact contains $N$ patches, and its current fluctuates from sample to sample. Replacing $\beta$ by $2\beta$ in the Gaussian average gives
\begin{equation}
\frac{\langle e^{-2\beta\phi}\rangle}{\langle e^{-\beta\phi}\rangle^2}
=\frac{e^{-2\beta\bar\phi+2\beta^2\sigma^2}}{e^{-2\beta\bar\phi+\beta^2\sigma^2}}
=e^{\beta^2\sigma^2}.
\end{equation}
For independent patches of equal width, the relative variance of the total current is therefore
\begin{equation}
\frac{e^{\beta^2\sigma^2}-1}{N}=\frac{1.44\times10^4}{N}.
\end{equation}
Taken literally, a relative standard deviation of 10\% requires $N=1.44\times10^6$, or a contact 14 mm wide if each patch is 10 nm wide. This figure overstates the scatter of typical contacts. The second moment is centred at $\bar\phi-2\beta\sigma^2\approx0.005$ eV, so nearly half of it comes from negative barriers, where the Boltzmann factor fails; with Fermi-Dirac occupation the numerator falls to about $8\times10^3$. Moreover, only a fraction $3\times10^{-10}$ of patches lies that low, so the variance is set by contacts that are almost never met, and most contacts scatter much less than it suggests.

A contact 1 $\mu$m wide has only 100 such patches. The expected number with barriers below $\phi_*$ is $100\times0.000986\approx0.1$, so about nine contacts in ten have none. Random sampling of such contacts gives a median apparent barrier of 0.398 eV, with 80\% of the values between 0.363 and 0.423 eV. For 10\,000 patches the median is 0.380 eV. The typical narrow contact thus shows a higher barrier than Eq.~(\ref{main}), while rare contacts with very low patches maintain the mean current.

\section{Reading the numbers for a MoS$_2$ contact}

Monolayer MoS$_2$ provides a setting. Rough values are $m=0.5m_0$ and $g=4$, for two spins and two valleys with the small spin splitting ignored. They give $K=658\ \mu$A/$\mu$m at 300 K and
\begin{equation}
\langle J\rangle=658\,e^{-0.3762/0.02585}\ \mu\mathrm{A}/\mu\mathrm m
\approx0.31\ \mathrm{nA}/\mu\mathrm m .
\end{equation}
A uniform 0.50 eV barrier would give 0.0026 nA/$\mu$m. The mass and degeneracy do not enter $\phi_{\rm ap}$ if the true $K$ is used in the extraction; an assumed $K$ twice too large raises the extracted barrier by $k_BT\ln2=0.018$ eV. The values of $\bar\phi$ and $\sigma$ are model choices, not data for this material. Real contacts can break the assumptions of pure thermionic emission and independent patches. The estimates below take a contact field $F=0.1$ MV/cm, so that $qF=0.01$ eV/nm; they are separate and should not be added.

\paragraph{Tunnelling.} At an energy $\varepsilon$ below the top of a triangular barrier, the WKB transmission is $\exp[-4\sqrt{2m}\,\varepsilon^{3/2}/(3\hbar qF)]$, while the Boltzmann supply is larger by $e^{\beta\varepsilon}$. The current of a patch is then multiplied by
\begin{equation}
1+\beta\int_0^\phi d\varepsilon\,
\exp\left[\beta\varepsilon-\frac{4\sqrt{2m}\,\varepsilon^{3/2}}{3\hbar qF}\right].
\end{equation}
Averaged over the distribution, this lowers the apparent barrier from 0.376 to 0.359 eV. At 0.5 MV/cm it becomes 0.308 eV, so strong contact fields make the thermionic reading unreliable. These WKB values neglect quantum reflection at an abrupt metal interface, which reduces the current. At 0.1 MV/cm reflection can raise the apparent barrier by as much as tunnelling lowers it, or more, depending on the metal band.

\paragraph{Image force.} In a uniform medium of permittivity $\epsilon$, the image and field energies are $-q^2/(16\pi\epsilon x)-qFx$. Their maximum is at $x=\sqrt{q/(16\pi\epsilon F)}$, where the two terms are equal, and it lies $\sqrt{q^3F/(4\pi\epsilon)}$ below zero. For a rough relative permittivity of 4 this is 0.060 eV. If the stated barriers exclude image lowering, and each has its top at the metal plane with the same uniform field in front of it, every barrier, and hence $\phi_{\rm ap}$, falls by this amount. If they are effective barriers, it is already included. A patch whose barrier top already lies several nanometres inside the semiconductor is lowered less.

\paragraph{Pinch-off.} Suppose instead that the Gaussian describes the barrier at the metal plane. A narrow low patch is then partly closed by its neighbours. For alternating stripes of width $w$, taken as uniform perpendicular to the sheet, a charge-free potential variation $\cos(\pi y/w)$ decays into the semiconductor as $e^{-\pi x/w}$. Along the centre of a stripe lying $\Delta$ below the mean,
\begin{equation}
V(x)=\bar\phi-\Delta e^{-\pi x/w}-qFx .
\end{equation}
Setting $V'(x)=0$ gives $\Delta e^{-\pi x/w}=qFw/\pi$. If $\pi\Delta>qFw$, this point lies inside the semiconductor, and the barrier there is
\begin{equation}
V_{\max}=\bar\phi-\frac{qFw}{\pi}\left[1+\ln\frac{\pi\Delta}{qFw}\right].
\end{equation}
For $w=10$ nm and $\Delta=\bar\phi-\phi_*=0.248$ eV, the prefactor is 0.0318 eV and the logarithm is 2.05. On the centre line of the patch, the barrier rises from 0.252 to 0.403 eV; towards the edges of the patch it is higher. Applying the same centre-line estimate to the whole distribution gives an apparent barrier of 0.461 eV. This overstates pinch-off for randomly placed patches, because alternating stripes give every low patch neighbours that lie equally far above the mean. For a single low stripe with sharp edges, whose neighbours are at the mean, the potential along its centre is instead
\begin{equation}
V(x)=\bar\phi-\frac{2\Delta}{\pi}\arctan\frac{w}{2x}-qFx .
\end{equation}
With the same $w$ and $\Delta$, its maximum is 0.332 eV, not 0.403 eV. Pinch-off therefore removes a part of the reduction due to disorder that depends on how the patches are arranged. The width above which the centre line of a patch at $\phi_*$ escapes pinch-off also depends on the assumed potential profile along the contact, including the shape of the patch edges: it is $\pi\Delta/(qF)=78$ nm for the cosine variation, but only $4\Delta/(\pi qF)\approx32$ nm for the single sharp-edged stripe.

The value 0.376 eV therefore belongs to a wide contact whose effective barriers, with pinch-off included, have the stated Gaussian distribution, and in which tunnelling is negligible.

\section*{Calculated quantities}
\begin{verbatim}
mean barrier = 0.50 eV; Gaussian width = 0.08 eV
temperature = 300 K; kT = 0.025852 eV
barrier reduction sigma^2/(2kT) = 0.1238 eV
apparent barrier, formula = 0.3762 eV
apparent barrier, quadrature = 0.3762 eV
Richardson barrier, formula = 0.2524 eV
Richardson barrier, finite difference = 0.2524 eV
sigma/kT = 3.0945 (dimensionless)
width share below current centre = 0.0986 %
current share below current centre = 50.00 %
current share from negative barriers = 0.0801 %
effective mass = 0.50 m0; degeneracy = 4
emission prefactor = 658.24 uA/um
disordered-contact current = 0.3149 nA/um
uniform-contact current = 0.002623 nA/um
current enhancement = 120.07 (ratio)
d(apparent barrier)/d(width) = -3.0945 eV/eV
d(apparent barrier)/dT = 0.4126 meV/K
width for apparent 0.38 eV = 0.07877 eV
shift for factor 2 in prefactor = 0.0179 eV
apparent barrier at 250 K = 0.3515 eV
apparent barrier at 350 K = 0.3939 eV
contact width = 1000 nm; patch width = 10 nm
relative variance of one patch current = 14416
patches for 10 % rms current error = 1.442e+06
contact width for that = 14.42 mm
median apparent barrier, 100 patches = 0.398 eV
10-90 % range, 100 patches = 0.363 to 0.423 eV
median apparent barrier, 10000 patches = 0.380 eV
Fermi-Dirac shift at 300 K = 0.0380 meV
temperature where current centre reaches zero = 148.5 K
apparent barrier at 150 K, formula = 0.2524 eV
apparent barrier at 150 K, Fermi-Dirac = 0.2588 eV
contact field = 0.1 MV/cm; strong case = 0.5 MV/cm
apparent barrier with tunnelling = 0.359 eV
same, strong field = 0.308 eV
relative permittivity = 4.0
image-force lowering = 0.060 eV
saddle height of patch at current centre = 0.403 eV
apparent barrier with pinch-off = 0.461 eV
patch width below which that patch pinches off = 77.8 nm
\end{verbatim}
